# Why pumping down barely raises Knudsen diffusivity in a deep hole

An atomic layer deposition step leaves the bottom of a deep hole uncoated, and someone proposes to lower the chamber pressure tenfold so that the precursor diffuses faster. What dose time should then be programmed? If the diffusivity $D$ in the hole rises tenfold, it cancels the tenfold loss of precursor density and the dose time stays as it was. If $D$ stays put, the dose must be ten times longer. The choice of $D$ decides whether the bottom is coated.

## The counter-example

Take a round hole of diameter $d=100$ nm and depth $L=5$ µm, coated with trimethylaluminium (TMA) carried in nitrogen at $T=473$ K. The chamber goes from 1 Torr to 0.1 Torr, with temperature and TMA fraction (10 %) held fixed.

**Mean free path.** The mean speed of a molecule of mass $m$ is $\bar v=\sqrt{8kT/(\pi m)}$, which gives 372.7 m/s for TMA and 597.9 m/s for nitrogen. The relative velocity of two thermal molecules is again Gaussian, with the two variances added, so its mean magnitude is

$$v_{\rm rel}=\sqrt{372.7^2+597.9^2}\ \text{m/s}=704.6\ \text{m/s}.$$

With rough molecular diameters of 0.60 nm (TMA) and 0.37 nm (nitrogen), centres collide at a separation of 0.485 nm, and the cross-section is $\sigma=\pi(0.485\ \text{nm})^2=7.39\times10^{-19}$ m². At 1 Torr the gas density is $n=p/kT=2.04\times10^{22}$ m⁻³. Counting all the gas as nitrogen, the mean path of a TMA molecule between gas collisions is

$$\lambda=\frac{\bar v}{n\sigma v_{\rm rel}}\approx 35\ \text{µm}.$$

The Knudsen number $\mathrm{Kn}=\lambda/d$ is about 351. A molecule in the hole meets a wall long before it meets another molecule.

**Diffusivity.** In open gas the simplest estimate is $D_{\rm gas}=\bar v\lambda/3$, which is proportional to $1/p$. The diffusivity in the hole follows from the first-flight formula proved below, evaluated by numerical quadrature:

| $p$ (Torr) | Kn | $D_{\rm gas}$ (cm²/s) | $D$ in hole (cm²/s) |
|---|---|---|---|
| 760 | 0.46 | 0.057 | 0.040 |
| 10 | 35 | 4.4 | 0.118 |
| 1 | 351 | 44 | 0.1233 |
| 0.1 | 3507 | 436 | 0.1241 |

From 1 to 0.1 Torr the open-gas value rises tenfold and the value in the hole by 0.65 %. Between 760 and 10 Torr the hole does gain, in this model by a factor of about three, because at 760 Torr gas collisions still interrupt many flights. For TMA in nitrogen the true gain is smaller, nearer to two, for a reason given in the last section.

**Dose time.** Let the wall hold $s_0$ adsorption sites per unit area, and suppose that molecules stick readily enough for a sharp front at depth $x$ to separate saturated from bare wall. Behind the front nothing is consumed, so the precursor density falls linearly from $n_0$ at the mouth to nearly zero at the front. The arriving molecules fill the sites on the next ring of wall:

$$s_0\,\pi d\,\frac{dx}{dt}=\frac{\pi d^2}{4}\,D\,\frac{n_0}{x}.$$

Multiplying by $x/(s_0\pi d)$ gives $x\,dx/dt=dDn_0/(4s_0)$. Integrating from $x=0$ to $L$ gives $L^2/2=dDn_0t/(4s_0)$, hence

$$t=\frac{2s_0L^2}{d\,D\,n_0}.$$

At 1 Torr the TMA density is $n_0=2.04\times10^{21}$ m⁻³. With a rough $s_0=4$ nm⁻²,

$$t=\frac{2\,(4\times10^{18})(5\times10^{-6})^2}{(10^{-7})(1.233\times10^{-5})(2.04\times10^{21})}\ \text{s}\approx 79\ \text{ms}.$$

At 0.1 Torr $n_0$ is ten times smaller while $D$ is almost unchanged, so $t\approx789$ ms. Someone who scaled $D$ as $1/p$ would keep the dose at 79 ms. Since $x\propto\sqrt t$, the front would then stop at $\sqrt{79/789}\approx0.32$ of the depth, about 1.6 µm down, and most of the wall below it would stay bare.

The sharp front is an idealization. Suppose instead that a molecule striking a free site sticks with probability 0.01, again a rough value. Solving the diffusion equation with this adsorption by finite differences in depth and steps in time, the bottom reaches 95 % coverage after 85 ms at 1 Torr and 842 ms at 0.1 Torr. The ratio is 9.94: the loss of supply is hardly repaid by the small rise of $D$.

## The general statement

Consider a dilute gas in a round hole so deep that its ends play no part. Let the walls re-emit molecules diffusely, that is, with the cosine law about the wall normal and without memory of the incoming direction. Let each gas collision randomize the direction, with $\lambda$ independent of speed. Then at fixed temperature $D$ rises as pressure falls, but stays below the ceiling

$$D_K=\frac{d\,\bar v}{3},$$

which contains no pressure. For $\mathrm{Kn}\gg1$ the remaining gap is, to leading order,

$$1-\frac{D}{D_K}\simeq\frac{3}{8\,\mathrm{Kn}}\left[\ln(4\,\mathrm{Kn})+\frac14-\gamma\right],$$

where $\gamma=0.577\ldots$ is Euler's constant. Lowering the pressure can therefore raise $D$ by no more than this small gap allows.

## Proof of the ceiling

Let $z$ run along the hole. The displacement is the time integral of $v_z$, so for long times

$$\langle z^2\rangle=2\int_0^t(t-\tau)\langle v_z(0)v_z(\tau)\rangle\,d\tau\;\to\;2t\int_0^\infty\langle v_z(0)v_z(\tau)\rangle\,d\tau .$$

As $\langle z^2\rangle=2Dt$, the last integral is $D$.

A gas collision leaves the molecule with an isotropic direction. A wall collision leaves it with a direction distributed symmetrically about a normal that is perpendicular to $z$. In both cases the mean $v_z$ afterwards is zero, and by the symmetry $z\to-z$ it remains zero at later times. The correlation therefore receives contributions from the first flight alone, during which $v_z$ is constant. A first flight of length $\ell$ lasts $\ell/v$ and contributes

$$v_z^2\,\frac{\ell}{v}=v\cos^2\theta\;\ell ,$$

with $\theta$ the angle between the velocity and the axis.

Let $s$ be the distance to the wall along the flight. The probability of still being in flight after a path $l<s$ is $e^{-l/\lambda}$, so the mean flight length is

$$\int_0^s e^{-l/\lambda}\,dl=\lambda\left(1-e^{-s/\lambda}\right).$$

In equilibrium, positions are uniform, directions isotropic, and speeds independent of both. This gives the first-flight formula

$$D=\bar v\left\langle\cos^2\theta\int_0^s e^{-l/\lambda}\,dl\right\rangle .$$

The integrand grows with $\lambda$ and stays below 1. Hence $D$ rises when pressure falls, and $D<\bar v\langle s\cos^2\theta\rangle$. If $\lambda\ll d$, the inner integral tends to $\lambda$ and $\langle\cos^2\theta\rangle=1/3$ returns the open-gas value $\bar v\lambda/3$.

To evaluate the ceiling, project the flight onto the cross-section. The projected distance to the wall is $p=s\sin\theta$ (in this proof $p$ is a length, not the pressure). The projected line is a chord of the circle; if it makes an angle $\phi$ with the wall normal at its end, its length is $d\cos\phi$ and its offset from the centre is $(d/2)\sin\phi$. The strip of area belonging to $d\phi$ is length times change of offset, $(d^2/2)\cos^2\phi\,d\phi$. Dividing by $\pi d^2/4$ gives the weight $(2/\pi)\cos^2\phi\,d\phi$ on $-\pi/2<\phi<\pi/2$. The starting point is uniform along the chord, so $p=u\,d\cos\phi$ with $u$ uniform between 0 and 1. Then

$$\langle p\rangle=\frac d2\cdot\frac2\pi\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=\frac d2\cdot\frac2\pi\cdot\frac43=\frac{4d}{3\pi}.$$

Isotropic directions have weight $\tfrac12\sin\theta\,d\theta$, so

$$\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac\pi4 .$$

The product is $\langle s\cos^2\theta\rangle=d/3$, which proves $D<d\bar v/3$. Here the ceiling is $10^{-7}\times372.7/3$ m²/s $=0.124$ cm²/s. The wall spacing has taken the place that $\lambda$ holds in open gas.

## Size of the gap

Put $\varepsilon=p/\lambda$ and use the symmetry about $\theta=\pi/2$. The first-flight formula becomes $D=\bar v\lambda\langle I(\varepsilon)\rangle$, with the average now over $p$ and

$$I(\varepsilon)=\int_0^{\pi/2}\cos^2\theta\,\sin\theta\left(1-e^{-\varepsilon/\sin\theta}\right)d\theta .$$

Here $I(0)=0$ and $I'(0)=\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$. Differentiating twice and writing $\cos^2\theta=1-\sin^2\theta$,

$$I''(\varepsilon)=-\int_0^{\pi/2}\frac{e^{-\varepsilon/\sin\theta}}{\sin\theta}\,d\theta+\int_0^{\pi/2}\sin\theta\,e^{-\varepsilon/\sin\theta}\,d\theta .$$

The second integral tends to 1. In the first, $\sin\theta=1/\cosh q$ turns $d\theta/\sin\theta$ into $-dq$ and gives $\int_0^\infty e^{-\varepsilon\cosh q}\,dq$. For small $\varepsilon$ we may replace $\cosh q$ by $e^q/2$, and with $y=\varepsilon e^q/2$,

$$\int_{\varepsilon/2}^\infty\frac{e^{-y}}{y}\,dy\simeq-\ln\frac\varepsilon2+\int_0^\infty e^{-y}\ln y\,dy=-\ln\frac\varepsilon2-\gamma ,$$

by partial integration and the integral form of $\gamma$. So $I''\simeq\ln\varepsilon-\ln2+\gamma+1$. Integrating once, then again,

$$I'\simeq\frac\pi4+\varepsilon(\ln\varepsilon-\ln2+\gamma),\qquad I\simeq\frac{\pi\varepsilon}4+\frac{\varepsilon^2}2\left(\ln\frac\varepsilon2+\gamma-\frac12\right).$$

The first term of $I$ reproduces $D_K$. Dividing the second by $D_K=d\bar v/3$ and reversing its sign gives

$$1-\frac D{D_K}\simeq\frac{3}{2\lambda d}\left\langle p^2\left(\ln\frac{2\lambda}{p}+\frac12-\gamma\right)\right\rangle .$$

Two averages are needed. With $\langle u^2\rangle=1/3$ and $\langle\cos^2\phi\rangle=(2/\pi)(3\pi/8)=3/4$, the first is $\langle p^2\rangle=d^2/4$. The second is

$$\left\langle p^2\ln\frac pd\right\rangle=d^2\left[\frac13\langle\cos^2\phi\ln\cos\phi\rangle+\frac34\langle u^2\ln u\rangle\right],\qquad\langle u^2\ln u\rangle=-\frac19 .$$

Define $C_k=\int_0^{\pi/2}\cos^k\phi\,d\phi$ and $J_k=\int_0^{\pi/2}\cos^k\phi\ln\cos\phi\,d\phi$. Integrating one factor $\cos\phi$ by parts gives

$$kJ_k=(k-1)J_{k-2}+C_{k-2}-C_k .$$

For the start, $2J_0=\int_0^{\pi/2}\ln(\tfrac12\sin2\phi)\,d\phi=J_0-\tfrac\pi2\ln2$, so $J_0=-\tfrac\pi2\ln2$. With $C_0=\pi/2$, $C_2=\pi/4$, $C_4=3\pi/16$,

$$J_2=-\frac\pi4\ln2+\frac\pi8,\qquad J_4=-\frac{3\pi}{16}\ln2+\frac{7\pi}{64}.$$

The weight makes $\langle\cos^2\phi\ln\cos\phi\rangle=(4/\pi)J_4=\tfrac7{16}-\tfrac34\ln2$. Therefore

$$\left\langle p^2\ln\frac pd\right\rangle=d^2\left[\frac7{48}-\frac{\ln2}4-\frac1{12}\right]=\frac{d^2}4\left(\frac14-\ln2\right).$$

Writing $\ln(2\lambda/p)=\ln(2\lambda/d)-\ln(p/d)$ and inserting both averages,

$$1-\frac D{D_K}\simeq\frac{3d}{8\lambda}\left[\ln\frac{2\lambda}d+\frac12-\gamma-\frac14+\ln2\right],$$

which is the stated result. At 1 Torr it gives $(3/2806)(7.25+0.25-0.58)=0.74$ %, and quadrature of the full first-flight formula gives the same. In an endlessly deep hole, pumping from 1 Torr to perfect vacuum could therefore raise $D$ by about 0.75 %.

The logarithm comes from flights nearly parallel to the axis, which are long enough to meet gas even when most flights are not. The 5 µm hole is shorter than $\lambda$ at 1 Torr, so its ends cut the longest of these flights before the gas does. For that hole the computed gap is therefore too large, though of the right order, and pumping gains even less. The simpler Bosanquet rule, $1/D=1/D_K+1/D_{\rm gas}$, gives $D/D_K=\mathrm{Kn}/(1+\mathrm{Kn})$ and misses this logarithm. It stays within 5 % of the first-flight $D$ for Kn between 0.01 and $10^4$, but at 1 Torr it puts the gap at 0.28 %. It serves well for $D$ and poorly for the gap.

## A trench is different

Between parallel walls a distance $w$ apart, the same argument meets a divergence. Let $\mu$ be the cosine of the angle between the flight and the wall normal. Then $s=uw/\mu$, and the squared direction component along the depth averages to $(1-\mu^2)/2$. For $\mu\gg w/\lambda$ gas collisions hardly matter and the flight length is $uw/\mu$; for smaller $\mu$ they cut the flight off. With $\langle u\rangle=1/2$,

$$\frac D{\bar v}\simeq\frac w4\int_{\sim w/\lambda}^1\frac{d\mu}\mu+\text{const}\cdot w=\frac w4\ln\frac\lambda w+\text{const}\cdot w .$$

In an endlessly deep trench, lower pressure does keep raising $D$, though logarithmically. For $w=100$ nm the first-flight formula gives a rise of 37 % between 1 and 0.1 Torr.

A real trench has a finite depth, which ends the long flights before the gas does once $\lambda$ is much larger than the depth. Following 80,000 random trajectories through a trench 50 widths deep and open at both ends, the fraction that passes is 0.080 at 1 Torr and 0.079 at 0.1 Torr. The difference is within the sampling noise of about 0.001 on each value, which bounds the change to a few percent but does not fix its sign; fewer gas collisions still help slightly. The 37 % rise is absent because $\lambda$ already exceeds the 5 µm depth sevenfold at 1 Torr.

## What this means for a real process

A temperature near 200 °C and pressures from 0.1 to 1 Torr are ordinary for alumina deposition, and the hole has the scale of those in memory devices. One assumption that fails there is a fixed bore, since the coating itself narrows the hole. A 10 nm liner narrows the hole to 80 nm and lowers $D$ at 1 Torr by 20 %, far more than any change available from pumping. The mouth adds a resistance too: an ideal orifice passes $n\bar v/4$ per unit area, as much as a length $4d/3$ of hole at $D_K$, which by itself lengthens the dose by $8d/(3L)\approx5$ %. The ends of the hole also cut short the longest flights, which adds a few percent more. TMA is also heavier than nitrogen and keeps about 0.66 of its velocity in a collision, by an average over sampled thermal pairs. The model lets it keep none on average, so it overstates what a collision costs and what pumping can gain. The error is about threefold in open gas: for these hard spheres the Chapman–Enskog formula gives $D_{\rm gas}\approx0.18$ cm²/s at 760 Torr, against 0.057 in the table. At 1 Torr and below it hardly matters for $D$ in the hole, where the walls set the value.

The decision then depends on what is held fixed. If the chamber is pumped down at constant TMA fraction, $n_0$ falls with pressure and the dose time must grow almost in proportion. If nitrogen is removed at constant TMA partial pressure, $n_0$ stays and the dose time improves by less than 1 %. For this hole, with $\mathrm{Kn}\gg1$, the useful way to shorten the dose at a given temperature is to raise the TMA partial pressure.

These rules take the density at the mouth to equal the chamber density, which holds for sparse holes. If holes cover a fraction $f$ of the wafer and the precursor must first diffuse across a gas layer of thickness $\delta$, the flux per wafer area is the chamber density divided by $\delta/D_{\rm gas}+x/(fD)$, and the same front balance lengthens the dose by the fraction $2f\delta D/(LD_{\rm gas})$. Unlike $D$, this $D_{\rm gas}$ does scale as $1/p$; the Chapman–Enskog value at 1 Torr is about 138 cm²/s. For $f=0.001$ and $\delta=1$ cm the added fraction is below 1 %, but for $f=0.25$ it is about 0.9. Pumping down tenfold at fixed TMA fraction then lengthens the dose about sixfold rather than tenfold, and removing nitrogen shortens it by roughly 40 %. On densely patterned wafers the supply above the mouth must be checked before the hole rule is applied.
